Why Molecular Gas Can Cool Plasma Electrons While Radical Production Rises

**A case that can be seen through**

Take a plasma in which molecules are dissociated by electrons above a threshold energy ε_d. Move a fraction s of the electrons from energy ε_a down to ε_b, with both energies below ε_d. The mean energy falls by s(ε_a − ε_b), so the effective temperature T = (2/3)⟨ε⟩ falls by two thirds of that. The dissociation frequency per molecule and per electron does not change, because none of the moved electrons could dissociate anything. The collisional energy loss can change, since electrons below ε_d still excite vibrations and low electronic states. It may go up or down, depending on the cross sections at ε_a and ε_b.

Temperature, energy loss and dissociation are thus three different averages over one electron-energy distribution. Adding molecular gas to an atomic plasma alters the distribution less tidily, and some dissociating electrons are lost as well. The question is whether radical production survives, and for what reason.

**Radical production at fixed power**

Energies ε are in eV, q is the elementary charge, m the electron mass, and γ = √(2q/m) = 5.93×10⁵ m/s the speed of a 1 eV electron. The distribution f is normalized by ∫√ε f dε = 1. A process j with cross section σ_j has the rate coefficient (speed times cross section, averaged)

k_j = γ ∫ ε σ_j f dε.

Let N be the gas density, x the molecular fraction, and w_j the fraction of the gas that takes part in process j (x or 1 − x). With energy loss ε_j per event, one electron loses energy at the rate NΛ, where

Λ = Σ w_j ε_j k_j + elastic loss.

If the electrons in volume V absorb power P and lose it in collisions, P = q n_e V N Λ. Each dissociation gives two atoms, so their production rate is R = 2 n_e V N x k_d. Eliminating n_e gives

R = 2 (P/q) x k_d / Λ.

At fixed P, therefore, R does not fall between two mixtures if and only if x k_d grows by at least the factor by which Λ grows. R counts atoms made in the gas by electron-impact dissociation only, and not atoms that reach the wafer.

A first limit follows at once. Suppose the distribution did not respond to the added gas. Then k_d is constant and Λ = (1 − x)Λ_A + xΛ_M, where Λ_A and Λ_M belong to the pure gases at that same distribution. Differentiating,

d(x/Λ)/dx = [Λ − x(Λ_M − Λ_A)]/Λ² = Λ_A/Λ² > 0.

Production rises with x. If Λ_M > Λ_A, as in the example below, Λ grows with x and the returns fall: once xΛ_M dominates Λ, added molecules mostly share the same power. What remains is the response of the distribution.

**How the distribution responds**

Consider a uniform, steady plasma in which the field accelerates electrons along z at a = qE/m = γ²E/2. Write the velocity distribution as F₀(v) + F₁(v) cosθ, which is adequate when scattering keeps it nearly isotropic. The field term is

a ∂F/∂v_z = a[cosθ F₀′ + cos²θ F₁′ + (1 − cos²θ)F₁/v].

Averaged over angle, with ⟨cos²θ⟩ = 1/3, it becomes (a/3v²) d(v²F₁)/dv. This is the divergence of a flux of electrons towards higher speed, 4πv²aF₁/3. Multiplying by cosθ before averaging leaves aF₀′/3. Collisions that scatter isotropically destroy the directed part at the rate Nσ_m v, where σ_m is the sum of all cross sections weighted by composition. Hence

F₁ = −a F₀′/(Nσ_m v).

Now change to energy, with v = γ√ε and dv = γ dε/(2√ε). Equating electron numbers, 4πv²F₀ dv = √ε f dε, gives f = 2πγ³F₀. The upward flux becomes

−(4π/3)(a²v/Nσ_m)(2√ε/γ) dF₀/dε = −γN (E/N)² ε f′/(3σ_m).

Elastic collisions add a slow downward drift. An isotropically scattered electron gives a gas particle of mass M the mean fraction 2m/M of its energy. With D(ε) = ε² Σ w (2m/M)σ_el, and with T_g the gas temperature in eV, the drift is D(f + T_g f′); the second term makes it vanish when the electrons are in equilibrium with the gas. Divided by γN, the total upward flux is

G(ε) = −(E/N)² ε f′/(3σ_m) − D(f + T_g f′).

Inelastic collisions remove electrons at ε and return them at ε − ε_j. With h_j(ε) = ε σ_j f,

dG/dε = Σ w_j [h_j(ε + ε_j) − h_j(ε)].

Ionization is treated here as a loss of its threshold energy. The new electron, and the electron lost to the wall that balances it, are left out of this equation.

Integrate from zero, where G = 0. The first term gives the integral of h_j from ε_j to ε + ε_j, the second the integral from 0 to ε. Since h_j vanishes below threshold, what is left is

G(ε) = Σ w_j ∫ h_j(u) du, from u = ε to u = ε + ε_j.

In words, the electrons carried up through ε by the field equal those dropped back across ε by collisions. A low-energy loss raises G at low energy. At given field and σ_m, a larger G requires a steeper fall of f, which gives a colder body.

Multiplying the equation for dG/dε by ε and integrating gives the energy balance. The left side is −∫G dε after integration by parts. On the right, each event contributes (u − ε_j) − u = −ε_j. Moving the elastic part across,

−γ (E/N)² ∫ ε f′/(3σ_m) dε = Λ.

**What sets the field**

A discharge must also replace the electrons it loses. Between plates a distance d apart, the lowest diffusion mode is cos(πz/d), which decays at the rate D_a(π/d)². With hot electrons the ambipolar coefficient is D_a ≈ μ_i D_e/μ_e, where μ_i is the ion mobility and D_e/μ_e is the ratio of the electron diffusion coefficient to the electron mobility. That ratio equals T only for a Maxwellian; T is used here as a simplification. In the mixture below D_e/μ_e is 5.4 eV at x = 0.02 and 4.1 eV at x = 0.20, against T = 3.8 and 3.3 eV. Using it raises the fields to 53 and 63 Td and changes the gain in R from 3.7 to 3.8. With L = d/π, and side walls neglected, the mean ionization coefficient must satisfy

k_i = (μ_i N) T/(NL)².

In the mixture computed below, adding molecules at fixed E/N shrinks the high-energy tail, and ionization no longer covers the wall loss. The field then has to rise until the balance is restored. A molecule that ionizes much more easily than the atom could instead let the field fall. This condition ties one weighted integral over the tail to T. It does not fix the shape of the tail, so dissociation is supported but not held constant.

**A worked mixture**

The model gas has an argon-like atom (mass 40 u) and a nitrogen-like molecule (28 u). The cross sections are round analytic forms, not evaluated data. In units of 10⁻²⁰ m², with ε in eV, the elastic ones are 0.5 + 2ε/[1 + (ε/12)²] for the atom and 10 for the molecule. Vibrational excitation costs 0.6 eV and has 5 exp{−[(ε − 2.4)/0.7]²} above 0.6 eV. The other processes follow σ = σ₀(1 − t/ε) above threshold t, which is also the energy lost:

- atom: excitation σ₀ = 1.5, t = 11.6 eV; ionization 4.0, 15.8 eV
- molecule: electronic excitation 1.5, 7.0 eV; dissociation 1.2, 12.0 eV; ionization 2.5, 15.6 eV

The pressure is 0.2 Torr at 400 K, so N = 4.83×10²¹ m⁻³. The gap is 3 cm, the electrode radius 15 cm, μ_i N = 4×10²¹ /(V m s), and the electrons absorb 20 W. These settings are held fixed while x changes and the field adjusts:

x = 0.02: 48.9 Td, T = 3.78 eV, R = 1.98×10¹⁷ /s
x = 0.10: 54.5 Td, T = 3.53 eV, R = 5.80×10¹⁷ /s
x = 0.20: 60.4 Td, T = 3.31 eV, R = 7.27×10¹⁷ /s
x = 0.40: 70.3 Td, T = 3.00 eV, R = 7.81×10¹⁷ /s

At x = 0.20, k_d = 6.25×10⁻¹⁷ m³/s and Λ = 4.30×10⁻¹⁵ eV m³/s. With P/q = 1.25×10²⁰ eV/s,

R = 2 × 1.25×10²⁰ × 0.20 × 6.25×10⁻¹⁷/4.30×10⁻¹⁵ = 7.3×10¹⁷ atoms/s.

A Monte Carlo simulation of single electrons in the same field, with the same cross sections, gave T = 3.31 eV and k_d = 6.31×10⁻¹⁷ m³/s. This tests the kinetic solution, not the cross sections.

**Where the gain comes from**

From x = 0.02 to 0.20, T falls by 0.47 eV and R rises by a factor of 3.7. The logarithm of that factor splits into +2.30 from the tenfold rise in x, −0.41 from the fall in k_d, and −0.59 from the rise in Λ. The gain comes from having more molecules. Production per molecule falls, to about 0.37 of its former value.

The part played by the distribution can be isolated by asking what Λ would be at x = 0.20 if the distribution had stayed as it was at x = 0.02. There, Λ = 2.375×10⁻¹⁵ eV m³/s, of which 81.6 % went to inelastic collisions with atoms, 17.3 % to those with molecules and 1.1 % to elastic ones. Scale the atomic part by 0.80/0.98 and the molecular part by 10, and leave the small elastic part alone:

Λ_frozen ≈ (1.58 + 4.11 + 0.03)×10⁻¹⁵ = 5.72×10⁻¹⁵ eV m³/s.

Composition alone would thus have raised R by 10 × 2.375/5.72 ≈ 4.2. The actual change of the distribution lowered k_d to 0.66 of its former value, but it also lowered Λ, to 4.30/5.72 ≈ 0.75 of the frozen value. At fixed power the lower loss buys more electrons, so the net penalty is 0.66/0.75 ≈ 0.88. Cooling does not help production here. It costs about 12 % instead of the 34 % suggested by k_d alone, because energy loss and dissociation weight the distribution differently.

**What cools the electrons, and what limits the damage**

At x = 0.20, vibrational excitation carries 83 % of the energy-space flux through 2 eV, though it takes 19 % of the power. With the vibrational cross section set to zero and the field readjusted, T would be 3.50 instead of 3.31 eV, and R would be 9.0×10¹⁷ instead of 7.3×10¹⁷ /s. Vibrational loss therefore cools the electrons and is a real cost. Removing it at x = 0.20 alone undoes 0.19 eV of the 0.47 eV drop. The rest was not separated further; electronic excitation of the molecule, which takes 52 % of the power, is a likely contributor.

The role of the field shows when it is held at the 48.9 Td of the lean mixture. At x = 0.20 this gives T = 3.01 eV and k_d = 3.1×10⁻¹⁷ m³/s, and ionization covers 30 % of the wall loss. Such a plasma would die out. Raising the field to 60.4 Td doubles k_d and returns some of the temperature. A plasma sustained from outside at fixed field lacks this recovery.

**The Maxwellian limit**

For a Maxwellian, f = (2/√π) T^(−3/2) exp(−ε/T). With σ = σ₀(1 − t/ε), the integral is ∫(ε − t) exp(−ε/T) dε from t upward, which equals T² exp(−t/T). Hence

k = 2γσ₀ √(T/π) exp(−t/T).

If this law held at the temperatures found above, k_d would fall by the factor √(3.313/3.778) exp[−12(1/3.313 − 1/3.778)] = 0.60. The computed factor is 0.66. The tail thus shrinks less between the two mixtures than a Maxwellian estimate suggests, but the difference is modest. In absolute terms the tail is strongly depleted: k_d is only 0.14 and 0.16 of the Maxwellian value at the same T.

A plasma that is Maxwellian throughout behaves differently. Each k then depends on T alone, so the wall balance fixes T without any reference to vibrational loss. For this mixture the balance gives 1.70 eV at x = 0.02 and 1.71 eV at x = 0.20: no cooling. Since the distribution hardly changes, the frozen-distribution result applies, and R still rises with x. In this mixture, therefore, the cooling found above requires a distribution whose shape can change; the rise in production does not.

Electron–electron collisions drive the distribution towards this limit. At the example's own ionization degrees, 1.1×10⁻⁶ and 0.6×10⁻⁶, they change T by less than 0.01 eV. At 3×10⁻⁵ the drop is still 0.42 eV, so the Maxwellian limit lies at higher ionization than that.

**How far to trust the numbers**

The conditions are meant to resemble plasma-enhanced deposition of nitrides from argon–nitrogen mixtures at a few tenths of a Torr. The cross sections and the power are rough choices. The power cancels from the ratio of R values as long as it does not alter the gas temperature or the vibrational excitation, and electron–electron collisions, stepwise ionization and gas depletion stay weak. Dense inductive plasmas may violate several of these conditions.

Among the effects on the electron kinetics that were sized, the largest sensitivity is to the wall balance. Halving the required ionization in both mixtures lowers the gain in R from 3.7 to 3.1; doubling it raises the gain to 4.3. Because the requirement scales as 1/N² at given T, these cases also stand for about 0.28 and 0.14 Torr in the same gap. Stepwise ionization through excited atoms would also lower the requirement, but mainly in the lean mixture, because molecules quench those atoms. Including the energy carried to the walls changes the gain to 3.8. Molecules vibrationally excited at 3000 K, which return energy to electrons, also give about 3.8. Cycle-averaged heating at 13.56 MHz gives 3.66, and following the heating through the cycle gives 3.64. In each of these cases T still falls.

The model has no dissociation channel other than electron impact, and this matters most in the lean mixture. There are about 84 atomic excitations per dissociation at x = 0.02 and about 7 at x = 0.20, and an atom excited to 11.6 eV carries more than the 9.8 eV bond energy of N₂. If 1 % of all atomic excitations ended by dissociating a molecule in both mixtures, the gain in atom production would fall from 3.7 to 2.1; at about 4.5 % it would vanish. For a real gas this branching has to be known before the gain is carried over.

The uniform field is a further assumption that a real reactor can break. The mean free path at the mean energy is 2.3 mm, well below the gap, but energy travels farther. At x = 0.20 the mean energy is 1.5 × 3.31 = 5.0 eV and the loss rate NΛ is 2.1×10⁷ eV/s, so an electron keeps its energy for about 0.24 μs. Its speed is 1.3×10⁶ m/s and its diffusion coefficient, one third of speed times free path, is about 1000 m²/s. In 0.24 μs it spreads over √(1000 × 2.4×10⁻⁷) ≈ 1.5 cm, half the gap. The body of the distribution at one place then depends on the field over a good part of the gap, and is not a purely local response. Electrons well above the dissociation threshold lose energy sooner and travel less far, so the tail is more local. In a capacitive reactor, heating near the sheaths could change the tail by an amount this model does not give.

**What to do about it**

First decide what is held fixed. The results above are for fixed electron power, which is not the generator setting, since ions accelerated in the sheaths also take power. At fixed electron density, R would rise by 10 × 0.66 = 6.6 from x = 0.02 to 0.20, but the electrons would need 4.30/2.375 = 1.8 times the power.

Then look at the marginal return. From x = 0.20 to 0.40 the terms of ln R are +0.69 from x, −0.24 from k_d and −0.38 from Λ, leaving a gain of 7 %. In this model, most of the benefit has been collected by x = 0.20, and well above x = 0.40 R even declines slightly. Going further is worthwhile if a colder plasma or a lower ion flux is itself wanted.

The ion flux is a useful second measure. In steady state, ions reach the walls as fast as they are made, at a rate proportional to n_e k_i. From x = 0.02 to 0.20, n_e falls from 5.1×10¹⁵ to 2.8×10¹⁵ m⁻³ and k_i from 7.1×10⁻¹⁸ to 6.2×10⁻¹⁸ m³/s, so the total ion flux falls to 0.48 of its value. The number of atoms produced per ion lost rises by 3.67/0.48 ≈ 7.6. This favours a surface step that needs radicals and is harmed by the number of ions, provided that atom losses on the way to the wafer do not grow to cancel the gain. The energy of each ion is a separate matter: it depends on the sheath voltage, which is not computed here and may rise as n_e falls.

Finally, do not use the degree of dissociation as a stand-in for output. In 0.1 s, 4.8 % of the molecules are dissociated at x = 0.02 and 1.8 % at x = 0.20, although the second mixture makes more atoms. A falling temperature and a falling dissociated fraction are both compatible with rising production; at fixed electron power, and where electron impact is the dominant dissociation channel, the test is whether x k_d has outgrown Λ. The main computed values are in the numerical output below.

Numbers as computed

```
pressure 0.2 Torr, gas 400 K, N = 4.828e+21 m^-3
gap 3 cm, radius 15 cm, electron power 20 W
ion mobility*N = 4.0e+21 /(V m s), L = 0.955 cm
x | E/N Td | T eV | k_d m3/s | Lambda eV m3/s | R atoms/s
0.00 | 47.3 | 3.862 | 1.014e-16 | 2.155e-15 | 0.000e+00
0.02 | 48.9 | 3.778 | 9.417e-17 | 2.375e-15 | 1.980e+17
0.05 | 51.1 | 3.672 | 8.565e-17 | 2.704e-15 | 3.954e+17
0.10 | 54.5 | 3.529 | 7.539e-17 | 3.245e-15 | 5.800e+17
0.20 | 60.4 | 3.313 | 6.253e-17 | 4.297e-15 | 7.266e+17
0.40 | 70.3 | 2.998 | 4.903e-17 | 6.270e-15 | 7.809e+17
x=0.20, flux through 2 eV: slope side / collision side = 0.9923
vibrational part of that flux: 83.4 %
Monte Carlo x=0.20: T 3.314 eV, k_d 6.309e-17 m3/s
Monte Carlo heating 4.311e-15 eV m3/s
x=0.02 power %: A_exc 76.9, A_ion 4.7, M_vib 3.0, M_exc 13.3, M_dis 1.0, M_ion 0.1, elastic 1.1
  n_e 5.13e+15 m^-3, k_i 7.11e-18 m3/s, above 12 eV 3.83 %
x=0.20 power %: A_exc 22.7, A_ion 1.9, M_vib 19.3, M_exc 51.6, M_dis 3.5, M_ion 0.4, elastic 0.5
  n_e 2.84e+15 m^-3, k_i 6.23e-18 m3/s, above 12 eV 2.43 %
T drop 0.465 eV, R ratio 3.671
ln R terms: x +2.303, k_d -0.409, Lambda -0.593
k_d ratio: actual 0.664, Maxwellian at same T 0.600
Maxwellian particle balance: T 1.700 -> 1.711 eV
x=0.20 at field of x=0.02: T 3.011 eV, k_d 3.08e-17 m3/s
  ionization / wall loss = 3.03e-01
x=0.20 without vibrational loss: T 3.504 eV, R 8.965e+17 /s
neglected effect: T at x=0.02, T at x=0.20 (eV), R ratio
  own e-e collisions: 3.772, 3.310, 3.669
  vibrations at 3000 K: 3.780, 3.335, 3.750
  13.56 MHz field: 3.754, 3.280, 3.661
  half wall loss: 3.676, 3.134, 3.087
  double wall loss: 3.896, 3.505, 4.317
n_e/N = 3e-5: T 3.668 -> 3.248 eV, R ratio 3.640
wall energy / collisional loss: 8.1 %, 3.5 %
R ratio with wall energy included: 3.836
mean free path at mean energy, x=0.20: 2.25 mm
n_e/N: 1.06e-06, 5.88e-07
molecules dissociated in 0.1 s, x=0.02 and 0.20: 4.83 %, 1.77 %
```
